# Equal sharing of Joule heat between the electrodes of a ballistic contact

## What goes wrong without the result

A metal contact 1 nm in radius and 2 nm long, with a resistance of 430 Ω, carries 116 µA at 50 mV. The battery supplies $IV=5.8$ µW. Where does this power become heat?

One answer uses Ohm's law locally and puts all of it in the neck, whose volume is about 6 nm³. But an electron that crosses without an inelastic collision loses no energy there. A second answer follows the electrons: they arrive with excess energy, so the receiving electrode gets all 5.8 µW and the emitting one gets none. This is also wrong, because it forgets the empty states left behind. It doubles the heat load on one side and removes it from the other.

The claim to be proved is that, if the transmission does not depend on energy and the electrodes have equal temperatures, each electrode receives exactly $IV/2$.

**Conventions.** Electrons flow from electrode L to electrode R. With $e>0$ and $V>0$, the electrochemical potentials obey $\mu_L-\mu_R=eV$, and $I$ is the magnitude of the electric current. Both electrodes are large and stay near equilibrium. The contact scatters elastically, and interactions enter through the mean potential alone.

## Stage 1: one open mode at zero temperature

Take one mode that transmits every electron. In a length $\ell$, wavenumbers are spaced by $2\pi/\ell$, so an interval $dE$ contains

$$\frac{\ell}{2\pi}\,dk=\frac{\ell}{2\pi}\frac{dE}{\hbar v}$$

right-moving states of one spin, where $v=\hbar^{-1}dE/dk$. An electron in such a state crosses a given plane at the rate $v/\ell$. The velocity cancels in the product, which leaves $dE/(2\pi\hbar)=dE/h$. Two spins give $2\,dE/h$ crossings per unit time.

At zero temperature L emits electrons up to $\mu_L$ and R emits them up to $\mu_R$. Below $\mu_R$ the two streams cancel. Between $\mu_R$ and $\mu_L$ electrons come from L alone, so

$$I=e\,\frac{2}{h}\,eV=\frac{2e^2}{h}V .$$

An electron arriving in R at energy $E$ lies $E-\mu_R$ above the Fermi level. When it relaxes, that energy becomes heat:

$$P_R=\frac2h\int_{\mu_R}^{\mu_L}(E-\mu_R)\,dE=\frac2h\frac{(eV)^2}{2}=\frac{IV}{2}.$$

In L the same electron leaves an empty state at depth $\mu_L-E$ below the Fermi level. Electrons from above fall into it and release that energy:

$$P_L=\frac2h\int_{\mu_R}^{\mu_L}(\mu_L-E)\,dE=\frac{IV}{2}.$$

A single electron does not divide its energy equally. One that crosses near $\mu_L$ heats R by almost $eV$ and L by almost nothing; one near $\mu_R$ does the reverse. The halves are averages over a uniformly filled window.

**Check on a limit.** Let each electron in the window cross with the same small probability $\tau$. Both integrals and the current are multiplied by $\tau$, so the shares stay at one half even for a nearly closed contact. What matters is that $\tau$ does not favour one part of the window.

## Stage 2: many modes and finite temperature

### The net flow

Let $\tau(E)$ be the total transmission, summed over the modes of one spin, with both spins alike. It is the same in both directions. To see this, let L have $N_L$ modes at energy $E$ and let $R_L$ be the total reflection back into L. Each electron that comes in from L is either reflected or transmitted, so $N_L=R_L+\tau_{L\to R}$. The scattering matrix is unitary, so the probabilities leading into each outgoing mode also add to one. Summed over the outgoing modes of L, this gives $N_L=R_L+\tau_{R\to L}$. Hence the two transmissions are equal.

With Fermi occupations $f_L$ and $f_R$, the net rate from L to R in $dE$ is $(2/h)\tau(f_L-f_R)\,dE$. A reflected electron returns to its own electrode with its old energy and contributes neither charge nor heat. Therefore

$$I=\frac{2e}{h}\int\tau(E)\,(f_L-f_R)\,dE .$$

### What counts as heat

At finite temperature the heat received by an electrode is $T\,dS=dU-\mu\,dN$. This follows from its occupations. Their entropy is

$$S=-k\sum_j\left[f_j\ln f_j+(1-f_j)\ln(1-f_j)\right].$$

In the derivative of each bracket the constants $+1$ and $-1$ cancel, so

$$dS=k\sum_j\ln\frac{1-f_j}{f_j}\,df_j=\frac1T\sum_j(E_j-\mu)\,df_j ,$$

because $(1-f)/f=e^{(E-\mu)/kT}$ for a Fermi function. Later relaxation at fixed energy and particle number adds no first-order term, since equilibrium is the maximum of $S$ under those constraints.

The wires to the battery replace the lost electrons in L at $\mu_L$ and remove the extra ones from R at $\mu_R$. Peltier heat in those wires is left out of the account. An electron leaving L at energy $E$ has $df=-1$ and gives L the heat $-(E-\mu_L)=\mu_L-E$. Its arrival gives R the heat $E-\mu_R$. Thus

$$P_L=\frac2h\int\tau\,(\mu_L-E)(f_L-f_R)\,dE,\qquad P_R=\frac2h\int\tau\,(E-\mu_R)(f_L-f_R)\,dE .$$

In the sum $E$ drops out and $\mu_L-\mu_R=eV$ remains:

$$P_L+P_R=eV\,\frac2h\int\tau\,(f_L-f_R)\,dE=IV .$$

This holds for any $\tau(E)$. The total is fixed by energy conservation; the division needs a further argument.

### The proof

Measure energy from the midpoint, $u=E-(\mu_L+\mu_R)/2$, and put $a=eV/2$. With $f(x)=1/(e^{x/kT}+1)$ and equal temperatures,

$$W(u)\equiv f_L-f_R=f(u-a)-f(u+a).$$

The two heat factors are $\mu_L-E=a-u$ and $E-\mu_R=a+u$. Their difference is $2u$, so

$$P_R-P_L=\frac4h\int_{-\infty}^{\infty}\tau\,u\,W(u)\,du. \tag{1}$$

The Fermi function obeys $f(-x)=1-f(x)$. Therefore

$$W(-u)=f(-(u+a))-f(-(u-a))=[1-f(u+a)]-[1-f(u-a)]=W(u).$$

So $W$ is even and $uW$ is odd. Since $W$ falls off exponentially on both sides, the integral converges absolutely. For constant $\tau$ it vanishes, and with the sum already found,

$$\boxed{P_L=P_R=\frac{IV}{2}}$$

No expansion in $V$ was made. The value of $\tau$ may itself change with bias, because the proof is carried out at one fixed $V$.

For the current, write $W$ as an integral over a shift $s$:

$$W(u)=\int_{-a}^{a}\left[-f'(u-s)\right]ds. \tag{2}$$

This is correct because $-f'(u-s)$ is the derivative of $f(u-s)$ with respect to $s$. For each $s$ the integral of $-f'$ over $u$ is $f(-\infty)-f(\infty)=1$, so $\int W\,du=2a=eV$. Hence

$$I=\frac{2e^2}{h}\tau V,\qquad P_L=P_R=\frac{e^2}{h}\tau V^2 .$$

**Check on two limits.** For $kT\ll eV$, $W$ becomes 1 inside the window and 0 outside, which is Stage 1. For $eV\ll kT$, $W\approx eV\,[-f'(u)]$, and typical electrons carry energies of order $kT$, far larger than $eV$. Those with $u>a$ take heat out of L. They are balanced by electrons at $-u$, and the average heat per electron is still $eV/2$ on each side.

Quadrature at 1, 50 and 500 mV, each at 4, 300 and 600 K, gave a share for L that differs from one half by at most about $2\times10^{-12}$. A separate calculation summed over the plane-wave states of one mode with transmission 0.7, at 50 mV and 300 K, using a parabolic band and a 20 µm periodic box. Both shares came out as 0.500000.

## Stage 3: how constant must the transmission be?

Equation (1) vanishes for any $\tau$ that is even about the midpoint. Constancy is therefore sufficient but not necessary. A symmetric resonance centred midway between the two electrochemical potentials also gives equal halves, though it changes the current.

No real transmission is constant down to $E=-\infty$. Suppose that $\tau$ is constant above a band bottom at depth $D>a$ below the midpoint, and zero beneath it. Since $uW$ integrates to zero over the whole axis and is odd,

$$\int_{-D}^{\infty}uW\,du=-\int_{-\infty}^{-D}uW\,du=\int_D^\infty uW\,du .$$

Now $W<f(u-a)<e^{-(u-a)/kT}$. Integration by parts gives

$$\int_D^\infty uW\,du<\int_D^\infty u\,e^{-(u-a)/kT}du=kT(D+kT)\,e^{-(D-a)/kT}.$$

Multiplying by $4\tau/h$ and dividing by the power $(2\tau/h)(eV)^2$ of the ideal contact bounds the relative difference:

$$\frac{P_R-P_L}{IV}<\frac{2kT(D+kT)}{(eV)^2}\,e^{-(D-a)/kT}.$$

For $D=5.5$ eV, 50 mV and 300 K the bound is about $10^{-90}$. The band bottom is harmless. Changes of $\tau$ near the Fermi level can matter.

### A transmission that rises with energy

Let $\tau(u)=\tau_0(1+su)$, with $1+su$ positive wherever $W$ matters. The current is unchanged, because the added term is again the integral of $uW$. The heat difference needs the second moment of $W$. By (2), with $x=u-s'$ for a shift $s'$,

$$\int u^2W\,du=\int_{-a}^{a}ds'\int(x+s')^2[-f'(x)]\,dx=\int_{-a}^{a}\left[s'^2+\frac{\pi^2(kT)^2}{3}\right]ds'.$$

The cross term vanished because $-f'$ is even. The thermal term comes from an integration by parts and the series $1/(e^y+1)=\sum_{n\ge1}(-1)^{n+1}e^{-ny}$:

$$\int x^2[-f']\,dx=4\int_0^\infty xf\,dx=4(kT)^2\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=4(kT)^2\,\frac{\pi^2}{12}.$$

The alternating sum is $\pi^2/6$ minus twice its even terms, $2\cdot\frac14\cdot\frac{\pi^2}{6}$, which is $\pi^2/12$. The integral over $s'$ gives

$$\int u^2W\,du=\frac{2a^3}{3}+\frac{2a\pi^2(kT)^2}{3}=eV\left[\frac{(eV)^2}{12}+\frac{\pi^2(kT)^2}{3}\right].$$

Multiplying by $4\tau_0s/h$ and dividing by $IV=(2\tau_0/h)(eV)^2$,

$$\frac{P_R-P_L}{IV}=s\left[\frac{eV}{6}+\frac{2\pi^2(kT)^2}{3eV}\right]. \tag{3}$$

For $s>0$ the contact favours high-energy electrons. They leave less heat behind in L and bring more to R.

**Check on the low-bias limit.** The second term is the Peltier effect. It corresponds to a heat linear in $V$, while Joule heat is quadratic, so it wins at small bias. Since $P_L=\frac12IV\,[1-(P_R-P_L)/IV]$, electrode L is cooled once the ratio exceeds 1. With the small term $eV/6$ dropped, this happens below

$$eV\approx\frac{2\pi^2(kT)^2s}{3}.$$

The total heat remains $IV>0$. Equal halves at low bias therefore require a slope small enough for (3) to be small; a low voltage alone does not secure them.

### A mode that opens inside the window

In a narrow neck the transmission rises in steps. Let it jump by $\Delta$ at $u_0$, from $\tau_0-\Delta/2$ to $\tau_0+\Delta/2$. The constant part drops out of (1). Because $uW$ integrates to zero, its integral below $u_0$ is minus that above, and

$$P_R-P_L=\frac{4\Delta}{h}J(u_0),\qquad J(u_0)=\int_{u_0}^{\infty}uW\,du .$$

Since $dJ/du_0=-u_0W(u_0)$, $J$ rises for negative $u_0$ and falls for positive $u_0$. The heat difference is largest for a step at the midpoint. A smoothed step is an average of sharp steps over $u_0$, so it gives no more than this.

At $u_0=0$ the current is that of a constant $\tau_0$, because the odd part of $\tau$ does not contribute to it. The ratio is then $2\Delta J(0)/[\tau_0(eV)^2]$, with two simple limits:

- For $kT\ll eV$, $J(0)=a^2/2=(eV)^2/8$, and the ratio is $\Delta/(4\tau_0)$.
- For $eV\ll kT$, $J(0)=eV\int_0^\infty u[-f']\,du=eV\int_0^\infty f\,du=eV\,kT\ln2$, and the ratio is $2\Delta kT\ln2/(\tau_0eV)$.

## Stage 4: unequal temperatures

Keep $\tau$ constant but give the electrodes temperatures $T_L$ and $T_R$. Compare each occupation with its zero-temperature step. For L, with $x=u-a$, the difference $g(x)=f(x)-\theta(-x)$ is odd, so $\int g\,dx=0$. Its first moment is

$$\int(x+a)\,g\,dx=2\int_0^\infty xf\,dx=\frac{\pi^2(kT_L)^2}{6}.$$

R gives the same expression with $T_R$. The two steps themselves contribute $\int_{-a}^{a}du=eV$ to the current integral and $\int_{-a}^{a}u\,du=0$ to the first moment. The current is therefore unchanged, while

$$P_L=\frac{IV}{2}-Q,\qquad P_R=\frac{IV}{2}+Q,\qquad Q=\frac{2\tau}{h}\,\frac{\pi^2k^2}{6}\,(T_L^2-T_R^2).$$

For constant $\tau>0$ the shares are equal if and only if $T_L=T_R$. In the limit $V\to0$, $Q$ remains as ordinary heat conduction by electrons from the hotter side to the colder one.

## A nanometre contact at room temperature

Take a free-electron metal with a rough Fermi energy of 5.5 eV, hence $k_F=12.01$ nm⁻¹, and a hard-walled circular neck of radius $r_0=1.0$ nm. The transverse waves are Bessel functions $J_m$ that vanish at the wall. A mode is open if its zero lies below $k_Fr_0=12.01$. There are 4 such zeros for $m=0$ and 13 for $m\ge1$, the latter counted twice for the two senses of rotation. This gives $4+2\times13=30$ open modes. With no reflection, $\tau=30$ and

$$\frac IV=30\times77.48\ \mu\text{S}=2.324\ \text{mS},\qquad I=2.324\ \text{mS}\times50\ \text{mV}=116.2\ \mu\text{A}.$$

The power is $116.2\ \mu\text{A}\times50\ \text{mV}=5.81$ µW, and each electrode receives 2.91 µW. Per transferred electron this is 25 meV on each side, half of $eV=50$ meV.

**Smooth growth of the mode number.** In a wide neck of cross-section $A$, the transverse wavevectors fill a disc of area $\pi k^2$ with density $A/4\pi^2$. The mode number $Ak^2/4\pi$ is then proportional to energy, so $s=1/E_F=0.182$ eV⁻¹. For the neck above this is a rough value. Its hard wall removes some modes, so that $Ak^2/4\pi$ would give 36 instead of 30, and the slope averaged over its steps is about 0.20 eV⁻¹. In the ideal neck above, with sharp steps, the nearest thresholds lie about 0.2 eV from the Fermi energy, and the imbalance is far smaller than the estimate below. A neck with no straight section, which widens smoothly from its narrowest point, smears its steps and can come close to the estimate. A straight section of 1 to 2 nm keeps the steps sharper and can leave the imbalance well below it. With $kT=25.85$ meV, equation (3) gives

$$0.182\,(0.0083+0.0879)=0.0175 .$$

With the slope $1/E_F$ the heats would be 2.85 µW in L and 2.96 µW in R. Most of the difference is the thermal term. With this slope, L would be cooled below about 0.8 mV.

**A step in the worst place.** Suppose that a degenerate pair opened at the midpoint, taking $\tau$ from 29 to 31. The difference is then 5.0% of $IV$, with shares of 47.5% and 52.5%. The low-temperature limit gives $2/(4\times30)=1.7\%$, and the low-bias limit gives 4.8%. Thermal broadening thus accounts for most of this imbalance too.

**Collisions in the neck.** For a length of 2 nm and a rough electron-phonon mean free path of 40 nm, an electron moving along the axis has a collision chance of $1-e^{-2/40}=4.9\%$. In a mode with transverse wavenumber $q$ the path is longer by the factor $k_F/\sqrt{k_F^2-q^2}$. Averaged over the 30 modes, the path is 3.7 nm and the chance is about 9%. This is a probability, not an imbalance. If each such collision released an energy of order $eV$, the heat produced in the neck would be of order 10% of $IV$. At 50 mV and room temperature this is a large overestimate for metals such as gold, silver or copper. One phonon there carries roughly 30 meV or less, and the energy absorbed from phonons offsets most of the energy given to them. The division of this heat between the sides lies outside the model.

**Warming of the electrodes.** Let half the power spread into a half-space of thermal conductivity $\kappa=300$ W/(m K), a rough value for a good conductor. Through a hemisphere of radius $r$, $P/2=-2\pi r^2\kappa\,dT/dr$ with $P=IV$, so the rise is $P/(4\pi\kappa r)$. At one mean free path, about where Fourier's law begins to be usable, this is 39 mK. Closer to the neck the rise is larger, but Fourier's law cannot give it reliably. If L alone were warmed by 39 mK, the heat difference would be 0.02% of $IV$.

**Beside real contacts.** These values lie in the regime of metallic break junctions at room temperature. The current density, $116\ \mu\text{A}/(\pi\ \text{nm}^2)\approx4\times10^9$ A/cm², is far above that of a working interconnect line, roughly $10^6$ A/cm². Real necks have rough walls and reflect electrons. Reflection alone lowers $\tau$ and leaves the halves intact, but interference makes $\tau$ depend on energy, and this is the assumption that real contacts break. At 50 mV, the largest of the transmission changes estimated here moves each share by 2.5 percentage points. The departure can be larger at lower bias, when several modes open close together, in a contact with few modes, or near a sharp resonance. In a line much longer than the mean free path, heat is released along the line itself, and the result does not describe it. For thermal design, half the power may be assigned to each electrode when the neck is short compared with the inelastic length, the resistance of the electrodes themselves is small beside that of the contact, the electrode temperatures are equal, and the imbalance from (1) is small at the working bias.

The numerical output below lists the main values used here. The collision chance in it is the one for motion along the axis.

## Computed values

```
bias: 50.0 mV
temperature: 300 K
thermal energy kT: 25.85 meV
Fermi energy (rough): 5.5 eV
neck radius: 1.0 nm
Fermi wavenumber: 12.01 1/nm
open modes = total transmission: 30
conductance quantum 2e^2/h: 77.48 uS
contact conductance: 2.324 mS
contact resistance: 430.2 ohm
current: 116.22 uA
Joule power IV: 5.811 uW
heat to L (electrons leave): 2.906 uW
heat to R (electrons arrive): 2.906 uW
heat per electron, each side: 25.00 meV
largest |share - 1/2|, 9 cases: 2e-12
box sum, share of L: 0.500000
box sum, share of R: 0.500000
Neglected effects, as (P_R - P_L)/(IV) unless stated:
relative slope of transmission: 0.182 1/eV
smooth growth of modes: 1.75 %
  heat to L then: 2.855 uW
  heat to R then: 2.956 uW
L is cooled below a bias of about: 0.80 mV
mode pair opening at midpoint: 5.04 %
  share of L then: 47.5 %
  share of R then: 52.5 %
neck length (rough): 2.0 nm
mean free path (rough): 40 nm
inelastic collision chance in neck: 4.9 %
thermal conductivity (rough): 300 W/(m K)
electrode warming: 38.5 mK
only L warmed by this: 0.023 %
band bottom, log10 of bound: -90
```
